# Energy drift and time reversibility of the ETRS and AETRS propagators, part 1

(Sections cited here and not found follow in the second part.)

## The enforced time-reversal symmetry propagator and its extrapolated form

### Definitions and conventions

Hartree atomic units and a finite orthonormal basis are used, and no external driving acts after $t=0$. The Hermitian density matrix obeys

$$i\dot P=[H(P),P],\qquad dE=\operatorname{Tr}H\,dP ,$$

where $E(P)$ is an adiabatic energy functional, smooth on the set of matrices unitarily equivalent to $P(0)$. This set is compact and every step below is unitary, so all $O(h^k)$ constants are uniform. The energy is conserved by the exact flow $\varphi_t$, because $\dot E=-i\operatorname{Tr}H[H,P]=0$. Dots on $P$ and $H$ denote derivatives along $\varphi_t$, so that $\dot P$, $\ddot H$ and the rest are functions of the point $P$. The kernel $f$, defined by $\delta H=f[\delta P]$, is a second derivative of $E$ and therefore symmetric, $\operatorname{Tr}f[X]Y=\operatorname{Tr}f[Y]X$, and $\dot H=f[\dot P]$. For a closed shell $P$ belongs to one spin and every trace carries a factor 2.

One step of length $h$ is $P_{n+1}=UP_nU^\dagger$ with

$$U=e^{-ih\tilde H/2}\,e^{-ihH_n/2},\qquad H_n=H(P_n). \tag{1}$$

The enforced time-reversal symmetry propagator (ETRS) takes $\tilde H=H_{n+1}$, an implicit equation. The extrapolated form (AETRS) takes $\tilde H=2H_n-H_{n-1}$. The one-corrector form takes $\tilde H=H(P^{\rm pred})$, where $P^{\rm pred}$ is the AETRS result. The history is assumed to satisfy $P_{-1}=\varphi_{-h}(P_0)+O(h^3)$, which one backward ETRS step provides.

The implicit equation has a unique solution for small $h$. For Hermitian matrices $\|e^{-i\tau H}-e^{-i\tau H'}\|\le|\tau|\,\|H-H'\|$, and $U$ enters $P_{n+1}$ twice, so changing the trial matrix by $\delta P$ changes the result by at most $2(h/2)L\|P\|\,\|\delta P\|$, with $L$ the Lipschitz constant of $H(P)$. The iteration contracts when $hL\|P\|<1$.

One identity is used repeatedly. Integrating $\frac{d}{ds}\,e^{s(X+\delta)}e^{-sX}=e^{s(X+\delta)}\delta\,e^{-sX}$ from 0 to 1 and expanding $e^{sX}\delta e^{-sX}=\delta+s[X,\delta]+\dots$ gives the first form below. The same argument with the factors in the other order gives the second:

$$e^{X+\delta}e^{-X}=1+\delta+\tfrac12[X,\delta]+\dots,\qquad e^{-X}e^{X+\delta}=1+\delta-\tfrac12[X,\delta]+\dots \tag{2}$$

The omitted terms are $O(X^2\delta)$ and $O(\delta^2)$.

### Local error

Let $A(s)=-iH(t_m+s)=a_0+a_1s+a_2s^2/2+\dots$ about the midpoint $t_m$ of the step, $|s|\le h/2$, along the exact trajectory. The exact propagator has the Dyson series $1+\int A+\iint_{s_1>s_2}A_1A_2+\dots$ with $A_j=A(s_j)$. In its logarithm the quadratic part is $\iint_{s_1>s_2}A_1A_2-\frac12(\int A)^2$, and $(\int A)^2=\iint_{s_1>s_2}(A_1A_2+A_2A_1)$. The cubic part vanishes for constant $A$, where the logarithm is exactly $ha_0$, so it is $O(h^4)$. Hence

$$\Omega=\int A\,ds+\tfrac12\iint_{s_1>s_2}[A_1,A_2]+O(h^4). \tag{3}$$

For the exact flow $\int A=ha_0+h^3a_2/24$. To leading order $[A_1,A_2]=(s_2-s_1)[a_0,a_1]$, and $\iint_{s_1>s_2}(s_1-s_2)=h^3/6$, so

$$\Omega_{\rm ex}=ha_0+h^3\left(\tfrac1{24}a_2-\tfrac1{12}[a_0,a_1]\right)+O(h^4).$$

The product (1) with exact end-point Hamiltonians is the propagator of a piecewise constant $A$, equal to $A_-$ on the first half and $A_+$ on the second, with $A_\pm=a_0\pm ha_1/2+h^2a_2/8+O(h^3)$. Formula (3) applies to it as well. The single integral is $\frac h2(A_++A_-)=ha_0+h^3a_2/8$. The commutator is nonzero only for $s_1>0>s_2$, a region of area $h^2/4$, where $[A_+,A_-]=-\frac h2[a_0,a_1]+\frac h2[a_1,a_0]=-h[a_0,a_1]$. Thus

$$\Omega_{\rm E}=ha_0+h^3\left(\tfrac18a_2-\tfrac18[a_0,a_1]\right)+O(h^4).$$

The difference is $h^3(a_2/12-[a_0,a_1]/24)$. With $a_2=-i\ddot H$, $[a_0,a_1]=-[H,\dot H]$ and (2),

$$UU_{\rm ex}^\dagger=1-ih^3K+O(h^4),\qquad K=a\ddot H+\tfrac{i}{24}[H,\dot H],\qquad a_{\rm E}=\tfrac1{12}. \tag{4}$$

The self-consistent $H_{n+1}$ differs from the exact end-point value. The exact end point satisfies the fixed-point equation up to $O(h^3)$ by (4), so by contraction the fixed point lies within $O(h^3)$ of it. The resulting $O(h^3)$ change of $\tilde H$ is multiplied by $h/2$, and (4) is unchanged.

For AETRS, Taylor expansion gives $2H(t)-H(t-h)=H+h\dot H-\frac12h^2\ddot H+O(h^3)$ and $H(t+h)=H+h\dot H+\frac12h^2\ddot H+O(h^3)$, so $\tilde H=H(t+h)-h^2\ddot H+O(h^3)$. An $O(h^3)$ error in the history does not alter this. The exponent changes by $-\frac{ih}2(-h^2\ddot H)=-ih^3(-\ddot H/2)$, and (4) holds with $a_{\rm A}=\frac1{12}-\frac12=-\frac5{12}$. For one corrector $\tilde H$ is again accurate to $O(h^3)$ and $a=\frac1{12}$. When $H$ does not depend on $P$, all three schemes reduce to $e^{-ihH}$ and are exact: the error comes from the time variation of $H$ and not from its size alone.

### Global order

Equation (4) means $P_{n+1}=\varphi_h(P_n)+h^3e(P_n)+O(h^4)$ with $e=-i[K,P]$, provided $P_{n-1}=\varphi_{-h}(P_n)+O(h^3)$. Applying $\varphi_{-h}$, whose derivative is $1+O(h)$, gives $P_n=\varphi_{-h}(P_{n+1})-h^3e(P_{n+1})+O(h^4)$. This is the hypothesis for the next step. If the history error is bounded by $c_nh^3$, then $c_{n+1}\le\max\|e\|+Mh(1+c_n)$ for a constant $M$, because the history enters only through $\frac h2H_{n-1}$, and $c_n$ stays bounded when $Mh<1$. For all $n\ge1$,

$$P_{n\pm1}=\varphi_{\pm h}(P_n)\pm h^3e(P_n)+O(h^4). \tag{5}$$

The exact flow separates two points by at most a factor $e^{L't}$, with $L'$ the Lipschitz constant of $-i[H(P),P]$. Writing $P_N-\varphi_{Nh}(P_0)$ as the telescoping sum of $\varphi_{(N-n-1)h}(P_{n+1})-\varphi_{(N-n)h}(P_n)$ bounds the global error at $t_f=Nh$ by $N\,e^{L't_f}\,O(h^3)=O(h^2)$. All three schemes are of second order.

Equation (5) also fixes the second difference $D_n=H_{n+1}-2H_n+H_{n-1}$. The terms $\pm h^3f[e]$ cancel, and the symmetric difference along the exact flow through $P_n$ is even in $h$, so

$$D_n=h^2\ddot H(P_n)+O(h^4),\qquad n\ge1. \tag{6}$$

For $n=0$ the remainder is $O(h^3)$, which affects one step only, at $O(h^4)$.

A cruder start is $H_{-1}=H_0$. The stored history supplies it after an impulsive kick of a stationary state when the kick leaves $H$ unchanged and only $\dot H$ jumps from zero, as for a local field and a functional of the density alone on a real-space grid. A nonlocal exchange term itself jumps under the kick, and the stored history then does not give $H_{-1}=H_0$. With $H_{-1}=H_0$ the AETRS $\tilde H$ is wrong by $-h\dot H$ in the first step, and $P_1$ by $O(h^2)$. Second order survives, but the AETRS energy law below acquires an offset of order $h^2$. With one corrector only the predicted $P_1$ carries this error. It reaches the corrected $P_1$ through $\frac h2\tilde H$, and so at $O(h^3)$.

### Reversibility

The inverse of (1) for ETRS is $e^{+ihH_n/2}e^{+ihH_{n+1}/2}$. This is (1) with $h\to-h$, started from $P_{n+1}$, with future Hamiltonian $H_n$. So $P_n$ solves the backward fixed-point equation, and by uniqueness it is the backward result. Converged ETRS, written as a map $\Psi_h$, obeys $\Psi_{-h}=\Psi_h^{-1}$ exactly.

For AETRS the backward step from $P_{n+1}$ extrapolates from its own past, $H_{n+2}$. The two extrapolations are $2H_n-H_{n-1}=H_{n+1}-D_n$ and $2H_{n+1}-H_{n+2}=H_n-D_{n+1}$. With $X=\frac{ih}2H_{n+1}$, $Y=\frac{ih}2H_n$, $\delta=\frac{ih}2D_n$, $\delta'=\frac{ih}2D_{n+1}$,

$$U_{\rm back}U_{\rm fwd}=e^{Y-\delta'}\,e^{X}e^{-X+\delta}\,e^{-Y}.$$

The second form of (2), with $X\to-X$, gives $e^Xe^{-X+\delta}=1+\delta+\frac12[X,\delta]$. The first form gives $e^{Y-\delta'}=(1-\delta'-\frac12[Y,\delta'])e^Y$. Conjugation by $e^Y$ turns $\delta$ into $\delta+[Y,\delta]$. Since $X-Y=O(h^2)$ and $\delta-\delta'=O(h^4)$, all commutators equal $[X,\delta]$ up to $O(h^5)$, with total weight $\frac12+1-\frac12=1$. By (6), $\delta-\delta'=-\frac{ih}2h^3\dddot H$ and $[X,\delta]=\frac{ih}{2}\frac{ih^3}{2}[H,\ddot H]$, so

$$U_{\rm back}U_{\rm fwd}=1-h^4\left(\tfrac i2\dddot H+\tfrac14[H,\ddot H]\right)+O(h^5). \tag{7}$$

The $h^3$ terms cancel: the leading extrapolation error is itself symmetric, and reversibility fails one order later, whenever the bracket does not commute with $P$. In a round trip the reversed forward sequence satisfies the backward recursion up to $O(h^4)$ per step. The distance $\epsilon_n$ between the two sequences obeys $\epsilon_{n-1}\le(1+Mh)\epsilon_n+Mh\,\epsilon_{n+1}+O(h^4)$. The larger of two successive distances therefore grows by at most $1+2Mh$ per step, and the trip misses by $N\,O(h^4)=O(h^3)$.

### The energy law

Define the real quantities

$$Q=\operatorname{Tr}\dot H\dot P,\quad T=\operatorname{Tr}\ddot H\dot P,\quad C=T-\operatorname{Tr}\dot H\ddot P,\quad R=\operatorname{Tr}\ddot H\ddot P,\quad S=i\operatorname{Tr}\ddot H[\dot H,P].$$

Three relations are needed. First, a change $\delta P=[G,P]$ alters the energy by $\operatorname{Tr}H[G,P]=\operatorname{Tr}G[P,H]=-i\operatorname{Tr}G\dot P$, by cyclicity and $[P,H]=-i\dot P$. Second, differentiating the equation of motion gives $\ddot P=-i[\dot H,P]-i[H,\dot P]$, that is $i[\dot P,H]=\ddot P+i[\dot H,P]$. Third, the product rule gives $\dot Q=T+\operatorname{Tr}\dot H\ddot P$ and $\dot T=\operatorname{Tr}\dddot H\dot P+R$, so $T=(\dot Q+C)/2$ and $\operatorname{Tr}\dot H\ddot P=(\dot Q-C)/2$.

For ETRS, $G=-ih^3K$ gives the step change $-h^3\operatorname{Tr}K\dot P$. The commutator part of $K$ yields $i\operatorname{Tr}[H,\dot H]\dot P=\operatorname{Tr}\dot H\,i[\dot P,H]=\operatorname{Tr}\dot H\ddot P$, because $\operatorname{Tr}\dot H[\dot H,P]=0$. The step change is $h^3\alpha+h^4\beta+O(h^5)$ with

$$\alpha=-\frac T{12}-\frac{\operatorname{Tr}\dot H\ddot P}{24}=-\frac{\dot Q+C}{24}-\frac{\dot Q-C}{48}=-\frac{\dot Q}{16}-\frac C{48}.$$

Reversibility fixes $\beta$. The backward step from $\Psi_hP$ must undo the change, so $-h^3\alpha(\Psi_hP)+h^4\beta=-h^3\alpha(P)-h^4\beta+O(h^5)$, which gives $\beta=\dot\alpha/2$. The step change is therefore $h^3\alpha$ evaluated at the midpoint $\varphi_{h/2}(P_n)$, up to $O(h^5)$.

Now let $P^{\rm E}$ be the ETRS result and $P_{n+1}$ the AETRS result from the same $P_n$. The second exponent of AETRS is $A+B$ with $A=-\frac{ih}2H_{n+1}$ and $B=\frac{ih}2D_n=O(h^3)$, and (2) gives $e^{A+B}=(1+B+\frac12[A,B])e^A+O(h^5)$. The factor $e^A$ contains $H_{n+1}=H(P^{\rm E})+\delta H$ with $\delta H=O(h^3)$, since both results have local error $O(h^3)$. It therefore differs from the ETRS factor by the generator $-\frac{ih}2\delta H$. Altogether $P_{n+1}-P^{\rm E}=[G,P_{n+1}]+O(h^5)$ with $G=B+\frac12[A,B]-\frac{ih}2\delta H$, and to leading order $\delta H=f\big[[B,P]\big]$. Terms quadratic in $G$ are $O(h^6)$. The three contributions $-i\operatorname{Tr}G\dot P_{n+1}$ are as follows.

The term $B$ gives $\frac h2\operatorname{Tr}D_n\dot P_{n+1}$. About the midpoint, $\ddot H_n=\ddot H-\frac h2\dddot H$ and $\dot P_{n+1}=\dot P+\frac h2\ddot P$, so with (6) it equals $\frac{h^3}2T+\frac{h^4}4(R-\operatorname{Tr}\dddot H\dot P)=\frac{h^3}2T-\frac{h^4}4\dot T+\frac{h^4}2R$.

The term $\frac12[A,B]=\frac{h^4}8[H,\ddot H]$ gives $-\frac{h^4}8\operatorname{Tr}\ddot H\,i[\dot P,H]=-\frac{h^4}8(R+S)$.

The feedback term gives $-\frac h2\operatorname{Tr}\delta H\dot P=-\frac h2\operatorname{Tr}[B,P]\dot H$ by the symmetry of $f$. With $B=\frac{ih^3}2\ddot H$ and $\operatorname{Tr}[\ddot H,P]\dot H=-\operatorname{Tr}\ddot H[\dot H,P]$ it equals $+\frac{h^4}4S$. For one corrector, $\tilde H=H(P^{\rm E})+\delta H$ with the same leading $\delta H$, so this term alone is added to ETRS.

For AETRS the $h^3$ terms add to $-\frac{\dot Q}{16}-\frac C{48}+\frac{\dot Q+C}4=\frac3{16}\dot Q+\frac{11}{48}C$, and the $h^4$ terms to $-\frac14\dot T+(\frac12-\frac18)R+(\frac14-\frac18)S$. Summing over steps is the midpoint rule, accurate to $O(h^2)$, and the numerical trajectory lies within $O(h^2)$ of the exact one at fixed $t_f$. Hence $E_N-E_0=\mathcal Ah^2+\mathcal Bh^3+O(h^4)$ with

$$\begin{aligned}\text{ETRS:}\quad&\mathcal A=-\tfrac1{16}\Delta Q-\tfrac1{48}\textstyle\int C,&&\mathcal B=0,\\ \text{corrector:}\quad&\mathcal A\ \text{as for ETRS},&&\mathcal B=\tfrac14\textstyle\int S,\\ \text{AETRS:}\quad&\mathcal A=\tfrac3{16}\Delta Q+\tfrac{11}{48}\textstyle\int C,&&\mathcal B=-\tfrac14\Delta T+\tfrac18\textstyle\int(3R+S).\end{aligned}\tag{8}$$

If the quantities are evaluated along the numerical trajectory, the per-step remainders are uniform and add to $O(h^4t_f)$ for any $t_f$.

The terms $\Delta Q$ and $\Delta T$ are bounded and only oscillate. For $C$, differentiate $\dot H=f[\dot P]$ to get $\ddot H=f[\ddot P]+g[\dot P,\dot P]$, with $g$ the third derivative of $E$. The symmetry of $f$ leaves $C=\operatorname{Tr}g[\dot P,\dot P]\dot P$. It vanishes for a quadratic functional (Hartree, Hartree–Fock), where AETRS has the secular rate $h^3\langle3R+S\rangle/8$, with $\langle\cdot\rangle$ the time average, and ETRS has none through order $h^3$. For a general functional $C$ is cubic in the excitation amplitude. If $E(P^*)=E(P)$ (real basis, no magnetic field), then $H(P^*)=H(P)^*$ and $P^*(-t)$ is again a solution. Under $P(t)\to P^*(-t)$ each time derivative gives a factor $-1$ and each trace is conjugated. The real trace $C$, with three derivatives, changes sign. The real trace $R$, with four, does not. In $S$ the three derivatives and the conjugation of the imaginary trace $\operatorname{Tr}\ddot H[\dot H,P]$ compensate. The average of $C$ therefore vanishes on an orbit that this map sends into itself. On other orbits (8) permits an $h^2$ drift even for ETRS, so reversibility alone does not prove the absence of drift. Finally $S=i\operatorname{Tr}P[\ddot H,\dot H]$ vanishes when the time-dependent parts of $H$ commute, as local potentials on a real-space grid do, and one corrector then removes the $h^3$ term.

All three schemes are of second order, converged ETRS is exactly reversible while AETRS is not, and the energy law (8) gives the energy error of each scheme through order $h^3$. What remains is to turn this law into growth rates for the modes of linear response, and to test the results on models and on LiH after a kick.
